**Ligand exchange on sites with Gaussian free-energy disorder**

For site exchange free energies of mean $g_0$ and width $s$, the effective free energy $g_{\rm eff}=kT\ln r-kT\ln[\theta/(1-\theta)]$ tends to $g_0-s^2/(2kT)$ at low conversion and equals $g_0$ at half conversion. Here $r$ is the pressure ratio of incoming to released gas, $\theta$ is the mean converted fraction, $k$ is Boltzmann's constant and $T$ is the temperature. The program asserts the single-site law against canonical state counting, and both conversion limits and the half-conversion point against direct averages over sites. It also asserts the low-conversion bounds and first correction, the monotonic rise of $g_{\rm eff}$, the energies of the converted sites, and the apparent enthalpy and entropy. Further assertions cover skewed distributions and an exactly enumerated ring of interacting sites. For $g_0=0.20$ eV, $s=0.08$ eV and 573 K, the output shows a lowering of 0.0648 eV and an unchanged half-conversion ratio of 57.4. At a pressure ratio of 0.01, disorder raises conversion by a factor of 3.7. The output also sizes the effects of skewness, missing tails, neighbour repulsion, finite area and slow exchange.

## Numerical verification

```python
"""
Result under test: for reversible ligand exchange S-L + HX = S-X + HL on
independent sites with Gaussian exchange free energies (mean g0, width s),
the effective free energy
    g_eff = kT ln(r) - kT ln(theta/(1-theta)),   r = p_HX/p_HL,
tends to g0 - s^2/(2kT) at low conversion theta, equals g0 at theta = 1/2,
and tends to g0 + s^2/(2kT) at high conversion.
Symbols: mu = kT ln(r); k = exp(-g/kT) for one site; sigma = s/kT;
u = (g - g0)/s is the standardized site free energy. Energies are in eV.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import gamma as gamma_dist

KB = const.k / const.e                      # eV/K
T = 573.0
g0 = 0.20
s = 0.08
site_density = 5.0                          # sites per nm^2
p_water = 0.1                               # Torr
ratio_example = 0.01                        # p_HCl / p_H2O
kT = KB * T
sigma = s / kT
lowering = s**2 / (2 * kT)

u = np.linspace(-14.0, 14.0, 5601)
du = u[1] - u[0]
gauss = np.exp(-u**2 / 2) / np.sqrt(2 * np.pi) * du


def fractions(mu, mean=g0, width=s, kt=kT, weights=gauss):
    """Converted and unconverted fractions by direct averaging over sites."""
    z = (mu - mean - width * u) / kt
    return np.sum(weights * expit(z)), np.sum(weights * expit(-z))


def g_effective(mu, mean=g0, width=s, kt=kT, weights=gauss):
    conv, unconv = fractions(mu, mean, width, kt, weights)
    return mu - kt * np.log(conv / unconv)


def half_mu(width=s, weights=gauss):
    return brentq(lambda m: fractions(m, width=width, weights=weights)[0] - 0.5,
                  g0 - 0.7, g0 + 0.5, xtol=1e-13)


# Single-site law from canonical counting with two finite gas reservoirs
n_hx, n_hl = 3_000_000, 1_000_000
site_g = np.array([-0.08, -0.02, 0.03, 0.07, 0.12, 0.2])
site_k = np.exp(-site_g / kT)
total, occupied = 0.0, np.zeros(len(site_g))
for state in itertools.product((0, 1), repeat=len(site_g)):
    occ = np.array(state)
    weight = np.prod(site_k**occ)
    for j in range(occ.sum()):
        weight *= (n_hx - j) / (n_hl + j + 1)
    total += weight
    occupied += weight * occ
r_res = n_hx / n_hl
assert np.allclose(occupied / total, r_res * site_k / (1 + r_res * site_k),
                   atol=2e-5)               # finite reservoirs: order 1e-6

# Site average against a random sample of sites
rng = np.random.default_rng(7)
sample = expit(-(g0 + s * rng.standard_normal(1_000_000)) / kT)
assert abs(sample.mean() - fractions(0.0)[0]) < 5 * sample.std() / 1000

# Low, half and high conversion for several widths
for width in (0.02, 0.08, 0.15):
    shift = width**2 / (2 * kT)
    assert abs(g_effective(g0 - 2.0, width=width) - (g0 - shift)) < 1e-8
    assert abs(g_effective(g0 + 2.0, width=width) - (g0 + shift)) < 1e-8
    assert abs(half_mu(width) - g0) < 1e-9

# Rigorous bounds and first correction at low conversion
for mu in g0 - np.array([0.25, 0.35, 0.5, 0.7]):
    bound = np.exp((mu - g0) / kT + 1.5 * sigma**2)
    relative_K = np.exp(-(g_effective(mu) - g0 + lowering) / kT)
    assert bound < 1 and 1 - bound <= relative_K <= 1
mu_low = g0 - lowering + kT * np.log(1e-6)
rise = g_effective(mu_low) - (g0 - lowering)
first_order = kT * fractions(mu_low)[0] * np.expm1(sigma**2)
assert abs(rise / first_order - 1) < 2e-3   # next order is about 2e-4

# Monotonic rise of g_eff, and its derivative as a covariance
mu_grid = np.linspace(g0 - 0.8, g0 + 0.8, 201)
g_grid = np.array([g_effective(m) for m in mu_grid])
assert np.all(np.diff(g_grid) > 0)
k_site = np.exp(-(g0 + s * u) / kT)
for r in (0.1, 5.0, 200.0):
    dr = 1e-3 * r
    K_plus, K_minus = [np.exp(-g_effective(kT * np.log(q)) / kT)
                       for q in (r + dr, r - dr)]
    left = gauss / (1 + r * k_site)
    left = left / left.sum()
    other = k_site / (1 + r * k_site)
    cov = np.sum(left * k_site * other) \
        - np.sum(left * k_site) * np.sum(left * other)
    assert abs((K_plus - K_minus) / (2 * dr) / (-cov) - 1) < 1e-4

# Which sites convert at low conversion, and the cost of selecting them
f_deep = expit((g0 - 2.0 - g0 - s * u) / kT)
theta_deep = np.sum(gauss * f_deep)
chosen = gauss * f_deep / theta_deep
mean_chosen = g0 + s * np.sum(chosen * u)
std_chosen = s * np.sqrt(np.sum(chosen * u**2) - np.sum(chosen * u)**2)
selection_cost = kT * np.sum(chosen * np.log(f_deep / theta_deep))
assert abs(mean_chosen - (g0 - s**2 / kT)) < 1e-8
assert abs(std_chosen - s) < 1e-8
assert abs(selection_cost - lowering) < 1e-8

# Apparent enthalpy and entropy from the temperature dependence
h0 = 0.10
entropy0 = (h0 - g0) / T


def g_low(temp):
    mean = h0 - temp * entropy0
    return g_effective(mean - 2.0, mean=mean, kt=KB * temp)


Ta, Tb = T - 0.5, T + 0.5
h_app = (g_low(Tb) / Tb - g_low(Ta) / Ta) / (1 / Tb - 1 / Ta)
entropy_app = -(g_low(Tb) - g_low(Ta)) / (Tb - Ta)
assert abs(h_app - (h0 - s**2 / kT)) < 1e-5
assert abs(T * (entropy_app - entropy0) + lowering) < 1e-5


# Skewed distributions: standardized gamma law, mirrored for negative skew
def skewed(skew):
    a = 4 / skew**2
    w = gamma_dist.pdf(a + np.sqrt(a) * u, a) * np.sqrt(a) * du
    return w if skew > 0 else w[::-1]


def low_shift(weights):
    return kT * np.log(np.sum(weights * np.exp(-sigma * u)))


for skew in (0.3, -0.3):
    w = skewed(skew)
    assert abs(w.sum() - 1) < 1e-6 and abs(np.sum(w * u)) < 1e-6
    assert abs(np.sum(w * u**2) - 1) < 1e-5
    assert abs(np.sum(w * u**3) - skew) < 1e-4
third = (low_shift(skewed(-0.03)) - low_shift(skewed(0.03))) / 2
assert abs(third / (0.03 * s**3 / (6 * kT**2)) - 1) < 1e-2
half_skew_pos = half_mu(weights=skewed(0.3)) - g0
half_skew_neg = half_mu(weights=skewed(-0.3)) - g0
assert half_skew_pos < -5e-4 and half_skew_neg > 5e-4

# Interacting ring with symmetric random site energies: exact enumeration
pair_w, neighbours = 0.05, 4
states = np.array(list(itertools.product((0, 1), repeat=4)))
pairs = np.sum(states * np.roll(states, 1, axis=1), axis=1)


def ring_conversion(width):
    result = []
    for signs in itertools.product((-1, 1), repeat=4):
        energy = states @ (g0 + width * np.array(signs)) + pair_w * pairs
        energy = energy - (g0 + pair_w) * states.sum(axis=1)
        boltz = np.exp(-energy / kT)
        result.append(np.sum(boltz * states.mean(axis=1)) / boltz.sum())
    return np.mean(result)


for width in (0.0, 0.05, 0.12):
    assert abs(ring_conversion(width) - 0.5) < 1e-12

# Mean-field neighbour repulsion for the example
zw = neighbours * pair_w
mu_ex = kT * np.log(ratio_example)
theta_ex = fractions(mu_ex)[0]
theta_mf = brentq(lambda t: t - fractions(mu_ex - zw * t)[0], 0, 1, xtol=1e-14)
half_mf = []
for width in (0.001, s):
    half_mf.append(brentq(
        lambda m: fractions(m - zw * 0.5, width=width)[0] - 0.5,
        g0 - 0.5, g0 + 0.7))
assert abs(half_mf[0] - half_mf[1]) < 1e-9

# Missing tails beyond three widths
cut = 3.0
norm_cut = quad(lambda v: np.exp(-v * v / 2), -cut, cut)[0]
low_cut = kT * np.log(quad(lambda v: np.exp(-v * v / 2 - sigma * v),
                           -cut, cut)[0] / norm_cut)

# Sampling scatter of the low-conversion constant in a small patch
patch_side = 50.0
patch_sites = site_density * patch_side**2
m1 = np.sum(gauss * k_site)
m2 = np.sum(gauss * k_site**2)
assert abs((m2 / m1**2 - 1) / np.expm1(sigma**2) - 1) < 1e-8
scatter = np.sqrt((m2 / m1**2 - 1) / patch_sites)

# Time for water to remove chlorine: impingement times a Boltzmann factor
barrier = 0.5
mass_water = 18.015 * const.atomic_mass
flux = p_water * const.torr / np.sqrt(2 * np.pi * mass_water * const.k * T)
hits = flux * 1e-18 / site_density
time_mean = 1 / (hits * np.exp(-barrier / kT))
time_deep = 1 / (hits * np.exp(-(barrier + s**2 / kT) / kT))

# Conversion below which 90 percent of the lowering is present
mu_90 = brentq(lambda m: g_effective(m) - (g0 - 0.9 * lowering), g0 - 0.8, g0)
theta_90 = fractions(mu_90)[0]
theta_uniform = expit((mu_ex - g0) / kT)

print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"mean g0: {g0:.2f} eV; width s: {s:.2f} eV")
print(f"s/kT: {sigma:.4f}; (s/kT)^2: {sigma**2:.4f}")
print(f"lowering s^2/(2kT): {lowering:.5f} eV")
print(f"lowering in kJ/mol: {lowering*const.e*const.N_A/1000:.3f}")
print(f"low-conversion limit of g_eff: {g0-lowering:.5f} eV")
print(f"high-conversion limit of g_eff: {g0+lowering:.5f} eV")
print(f"low-conversion gain exp(s^2/2k^2T^2): {np.exp(sigma**2/2):.3f}")
print(f"exp((s/kT)^2) - 1: {np.expm1(sigma**2):.3f}")
print(f"half-conversion ratio, uniform: {np.exp(g0/kT):.2f}")
print(f"half-conversion ratio, disordered: {np.exp(half_mu()/kT):.2f}")
print("ratio | theta uniform | theta disordered | g_eff (eV)")
for r in (0.001, 0.01, 0.1, 1.0, 10.0, np.exp(g0 / kT), 1000.0):
    m = kT * np.log(r)
    print(f"{r:.4g} | {expit((m-g0)/kT):.4e} | {fractions(m)[0]:.4e}"
          f" | {g_effective(m):.5f}")
print(f"example ratio p_HCl/p_H2O: {ratio_example}")
print(f"water: {p_water} Torr; HCl: {p_water*ratio_example:.4f} Torr")
print(f"HCl pressure at half conversion: {p_water*np.exp(g0/kT):.2f} Torr")
print(f"site density: {site_density:.1f} per nm^2")
print(f"Cl density, uniform: {site_density*theta_uniform:.3e} per nm^2")
print(f"Cl density, disordered: {site_density*theta_ex:.3e} per nm^2")
print(f"disordered/uniform conversion: {theta_ex/theta_uniform:.3f}")
print(f"g_eff above its limit: {g_effective(mu_ex)-g0+lowering:.3e} eV")
print(f"first-order estimate: {kT*theta_ex*np.expm1(sigma**2):.3e} eV")
print(f"90% of lowering: theta below {theta_90:.4f}")
print(f"  at pressure ratio {np.exp(mu_90/kT):.4f}")
print(f"converted sites, low limit: mean {mean_chosen:.4f} eV")
print(f"  their width: {std_chosen:.4f} eV")
print(f"selection cost: {selection_cost:.5f} eV")
print(f"apparent enthalpy shift: {h_app-h0:.4f} eV")
print(f"apparent T*entropy shift: {T*(entropy_app-entropy0):.4f} eV")
print(f"lowering, skewness +0.3: {low_shift(skewed(0.3)):.4f} eV")
print(f"lowering, skewness -0.3: {low_shift(skewed(-0.3)):.4f} eV")
print(f"half-point shift, skewness +0.3: {half_skew_pos:.5f} eV")
print(f"half-point shift, skewness -0.3: {half_skew_neg:.5f} eV")
print(f"lowering, tails cut at {cut:.0f}s: {low_cut:.4f} eV")
print(f"repulsion: {neighbours} neighbours, {pair_w:.2f} eV each")
print(f"  half-point shift: {half_mf[1]-g0:.4f} eV")
print(f"  half-ratio factor: {np.exp((half_mf[1]-g0)/kT):.2f}")
print(f"  energy shift at example ratio: {zw*theta_mf:.2e} eV")
print(f"patch {patch_side:.0f} nm square: {patch_sites:.0f} sites")
print(f"  relative scatter of K: {100*scatter:.2f} %")
for temp in (473.0, 673.0):
    print(f"lowering at {temp:.0f} K: {s**2/(2*KB*temp):.4f} eV")
print(f"water hits per site: {hits:.3e} per s")
print(f"assumed barrier: {barrier:.2f} eV")
print(f"relaxation time, mean site: {time_mean:.3f} s")
print(f"relaxation time, deep site: {time_deep:.2f} s")
print("finished without a failed check")
```

Running it gives:

```
temperature: 573 K; kT: 0.04938 eV
mean g0: 0.20 eV; width s: 0.08 eV
s/kT: 1.6202; (s/kT)^2: 2.6250
lowering s^2/(2kT): 0.06481 eV
lowering in kJ/mol: 6.253
low-conversion limit of g_eff: 0.13519 eV
high-conversion limit of g_eff: 0.26481 eV
low-conversion gain exp(s^2/2k^2T^2): 3.715
exp((s/kT)^2) - 1: 12.804
half-conversion ratio, uniform: 57.42
half-conversion ratio, disordered: 57.42
ratio | theta uniform | theta disordered | g_eff (eV)
0.001 | 1.7414e-05 | 6.4645e-05 | 0.13523
0.01 | 1.7412e-04 | 6.4169e-04 | 0.13557
0.1 | 1.7384e-03 | 6.0769e-03 | 0.13799
1 | 1.7117e-02 | 4.7080e-02 | 0.14851
10 | 1.4832e-01 | 2.2927e-01 | 0.17356
57.42 | 5.0000e-01 | 5.0000e-01 | 0.20000
1000 | 9.4570e-01 | 8.8490e-01 | 0.24037
example ratio p_HCl/p_H2O: 0.01
water: 0.1 Torr; HCl: 0.0010 Torr
HCl pressure at half conversion: 5.74 Torr
site density: 5.0 per nm^2
Cl density, uniform: 8.706e-04 per nm^2
Cl density, disordered: 3.208e-03 per nm^2
disordered/uniform conversion: 3.685
g_eff above its limit: 3.767e-04 eV
first-order estimate: 4.057e-04 eV
90% of lowering: theta below 0.0175
  at pressure ratio 0.3144
converted sites, low limit: mean 0.0704 eV
  their width: 0.0800 eV
selection cost: 0.06481 eV
apparent enthalpy shift: -0.1296 eV
apparent T*entropy shift: -0.0648 eV
lowering, skewness +0.3: 0.0559 eV
lowering, skewness -0.3: 0.0777 eV
half-point shift, skewness +0.3: -0.00202 eV
half-point shift, skewness -0.3: 0.00202 eV
lowering, tails cut at 3s: 0.0606 eV
repulsion: 4 neighbours, 0.05 eV each
  half-point shift: 0.1000 eV
  half-ratio factor: 7.58
  energy shift at example ratio: 1.28e-04 eV
patch 50 nm square: 12500 sites
  relative scatter of K: 3.20 %
lowering at 473 K: 0.0785 eV
lowering at 673 K: 0.0552 eV
water hits per site: 6.915e+04 per s
assumed barrier: 0.50 eV
relaxation time, mean site: 0.361 s
relaxation time, deep site: 4.99 s
finished without a failed check
```
